# When an incommensurate monolayer rotates: the Novaco–McTague condition on shear stiffness

## What symmetry and dimensions fix

A crystalline monolayer lies on a periodic substrate with which it shares no common period. At which angle does it settle?

If the layer is rigid, its atoms sample every phase of the substrate potential equally at every angle where no common period exists, and among these angles the mean potential energy selects none. The selection comes from distortion. The substrate force is proportional to the potential amplitude $V$, and so is the elastic response, so the energy gained is proportional to $V^2$. The only other energy available is area per atom $A$ times a two-dimensional elastic constant. For an isotropic layer with Lamé constants $\lambda,\mu$, the energy per atom in the long-wave limit must therefore be

$$E_2=-\frac{3V^2}{A\mu}\,F(\theta;z,r),\qquad r=\frac{\mu}{\lambda+2\mu}.$$

Here $z$ is the ratio of substrate spacing to layer spacing, $\theta$ is the rotation angle, and the factor 3 is a convention justified below. Mirror symmetry makes $F$ even in $\theta$. The aligned state is thus always stationary, and the question is whether it is a minimum of the energy.

## Assumptions

The layer is triangular, with sites $\mathbf R$, spacing $a$ and reciprocal vectors $\boldsymbol\tau$. The substrate is rigid, with spacing $a_s$ and potential

$$V(\mathbf r)=\sum_{\mathbf G}V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},$$

where the sum runs over the six shortest reciprocal vectors and each $V_{\mathbf G}=V$ is real. With $\boldsymbol\tau$ also in the first shell, $z=|\boldsymbol\tau|/|\mathbf G|=a_s/a$.

The layer spacing is held fixed. Displacements $\mathbf u$ are small, $|\mathbf G\cdot\mathbf u|\ll1$, and the layer is harmonic. Its stiffness matrix $D(\mathbf q)$ is real, symmetric and positive definite except at $\mathbf q=\boldsymbol\tau$ or zero. Incommensurability is used in this form: no $\mathbf G$ is a layer reciprocal vector, and $\mathbf G+\mathbf G'$ is one only if $\mathbf G'=-\mathbf G$.

## Lemma 1: the distortion energy

*To second order in $V$, the minimum energy per atom is*

$$E_2=-\tfrac12\sum_{\mathbf G}V_{\mathbf G}^2\,\mathbf G\cdot D^{-1}(\mathbf G)\,\mathbf G .$$

**Proof.** Expand $V(\mathbf R+\mathbf u)=V(\mathbf R)+\mathbf u\cdot\nabla V(\mathbf R)+\dots$. Since $\mathbf u$ is of order $V$, the omitted terms are of order $V^3$. The site average of $V(\mathbf R)$ vanishes because no $\mathbf G$ is a $\boldsymbol\tau$.

Write $\mathbf u(\mathbf R)=\sum_{\mathbf G}\mathbf u_{\mathbf G}e^{i\mathbf G\cdot\mathbf R}$, with $\mathbf u_{-\mathbf G}=\mathbf u_{\mathbf G}^*$ so that $\mathbf u$ is real. Other Fourier components cost elastic energy without coupling linearly to the potential, so they vanish at this order. In the average of $\mathbf u\cdot\nabla V$, only opposite wavevectors survive:

$$E_2=\sum_{\mathbf G}\left[\tfrac12\mathbf u_{\mathbf G}^\dagger D\mathbf u_{\mathbf G}+iV_{\mathbf G}\,\mathbf u_{\mathbf G}^\dagger\mathbf G\right].$$

Define $\mathbf h_{\mathbf G}=-iV_{\mathbf G}D^{-1}\mathbf G$. Then $iV_{\mathbf G}\mathbf G=-D\mathbf h_{\mathbf G}$. The terms for $\mathbf G$ and $-\mathbf G$ are complex conjugates, so the linear term may be replaced by its real part, and completing the square gives

$$E_2=\tfrac12\sum_{\mathbf G}\left[(\mathbf u_{\mathbf G}-\mathbf h_{\mathbf G})^\dagger D(\mathbf u_{\mathbf G}-\mathbf h_{\mathbf G})-\mathbf h_{\mathbf G}^\dagger D\mathbf h_{\mathbf G}\right].$$

The first term is non-negative and vanishes at $\mathbf u_{\mathbf G}=\mathbf h_{\mathbf G}$. The second equals $-V_{\mathbf G}^2\,\mathbf G\cdot D^{-1}\mathbf G$. ∎

Layer and substrate share sixfold symmetry, so the six terms are equal and

$$E_2=-3V^2\,\mathbf G\cdot D^{-1}(\mathbf G)\,\mathbf G .$$

This is the origin of the factor 3. The sign of $V$ does not matter at this order.

## Lemma 2: reduction to a parabola

*In the long-wave isotropic limit, with $\kappa=1-r$, $s=1-z^2$, $w=1+z^2-2z\cos\theta$ and $y=1/w$,*

$$F=y-\frac{\kappa}{4}(1+sy)^2 .$$

**Proof.** Because $e^{i\boldsymbol\tau\cdot\mathbf R}=1$, the stiffness is periodic: $D(\mathbf G)=D(\mathbf q)$ with $\mathbf q=\mathbf G-\boldsymbol\tau$. This $\mathbf q$ is the moiré wavevector. Take $\boldsymbol\tau$ to be the vector that coincides in direction with $\mathbf G$ at $\theta=0$. For small $q$, the longitudinal and transverse modes have stiffnesses

$$K_L=A(\lambda+2\mu)q^2,\qquad K_T=A\mu q^2 .$$

Splitting $\mathbf G$ along and across $\hat{\mathbf q}$,

$$\mathbf G\cdot D^{-1}\mathbf G=\frac{r(\mathbf G\cdot\hat{\mathbf q})^2+G^2-(\mathbf G\cdot\hat{\mathbf q})^2}{A\mu q^2}
=\frac{G^2-\kappa(\mathbf G\cdot\hat{\mathbf q})^2}{A\mu q^2}.$$

The cosine rule gives $q^2=G^2w$. Also $\mathbf G\cdot\mathbf q=G^2(1-z\cos\theta)$, and the definition of $w$ gives $1-z\cos\theta=(w+s)/2$. Hence $(\mathbf G\cdot\hat{\mathbf q})^2=G^2(w+s)^2/(4w)$, and

$$\mathbf G\cdot D^{-1}\mathbf G=\frac1{A\mu}\left[\frac1w-\frac{\kappa(w+s)^2}{4w^2}\right].$$

The bracket is $F$, since $(w+s)/w=1+sy$. ∎

## Theorem

*Let $\mu>0$, $\lambda+\mu>0$ and $z\ne1$. The long-wave energy has its minimum at a non-zero rotation if and only if*

$$r<\frac{z}{1+z}.$$

*The angle is then $\pm\theta_*$, where*

$$\cos\theta_*=\frac{1+z^2-w_*}{2z},\qquad w_*=\frac{\kappa s^2}{2-\kappa s}.$$

*Otherwise the minimum is at $\theta=0$.*

**Proof.** The stability conditions give $0<r<1$, hence $0<\kappa<1$. Lowering $E_2$ means raising $F$. Its derivatives are

$$\frac{dF}{dy}=1-\frac{\kappa s}{2}(1+sy),\qquad \frac{d^2F}{dy^2}=-\frac{\kappa s^2}{2}<0 .$$

The parabola has one maximum, at $y_*=(2-\kappa s)/(\kappa s^2)=1/w_*$. This is positive because $s<1$ and $\kappa<1$.

The angle restricts $w$ to the range from $(1-z)^2$ to $(1+z)^2$. Using $s^2=(1-z)^2(1+z)^2$, the lower limit is satisfied strictly when

$$\kappa(1+z)^2>2-\kappa(1-z^2).$$

Collecting the terms in $\kappa$ gives $2\kappa(1+z)>2$, that is $\kappa>1/(1+z)$, or $r<z/(1+z)$. For the upper limit, $w_*<(1+z)^2$ requires $\kappa(1-z)^2<2-\kappa(1-z^2)$, which is $\kappa(1-z)<1$ and always holds.

If the condition on $r$ fails, $y_*$ is at or beyond the largest permitted $y$. Then $F$ increases with $y$ over the whole permitted range, and the best choice is the largest $y$, which is $\theta=0$. ∎

The theorem follows one pair $\mathbf G,\boldsymbol\tau$. Sixfold and mirror symmetry leave only angles up to $30^\circ$ distinct. At large misfit and small $r$ the formula can exceed this limit: it gives $33.4^\circ$ at $z=0.5$, $r=0.05$. Another $\boldsymbol\tau$ is then closer to $\mathbf G$, and the long-wave result does not apply.

**Depths.** At $\theta=0$, $1+sy=2/(1-z)$. At the optimum, $1+sy_*=2/(\kappa s)$. Substitution gives

$$F(0)=\frac{r}{(1-z)^2},\qquad F_*=\frac1{\kappa s^2}-\frac1s .$$

## Small misfit and the physical mechanism

Let $m=|1-z|\ll1$. For small angles, $\mathbf q$ has a component $mG$ along $\mathbf G$ and $\theta G$ across it, so to leading order

$$F\simeq\frac{rm^2+\theta^2}{(m^2+\theta^2)^2}.$$

The numerator shows what rotation gains. An aligned layer responds by compression alone, weighted by the factor $r<1$, while a rotated layer can also shear. The denominator shows the cost: rotation shortens the moiré period, and shorter waves are stiffer. Setting the derivative with respect to $\theta^2$ to zero gives $m^2+\theta^2=2(rm^2+\theta^2)$, so

$$\theta_*\simeq m\sqrt{1-2r},\qquad \frac{F_*}{F(0)}\simeq\frac{1}{4r(1-r)} .$$

To this order rotation requires $r<1/2$, which is the same as $\lambda>0$; the exact long-wave threshold $z/(1+z)$ lies below $1/2$ for $z<1$ and above it for $z>1$. As $r\to0$ the angle in radians approaches the misfit. If $\mu$ is reduced at fixed $\lambda+2\mu$, the aligned energy does not change, because it contains only $K_L$. The rotated energy deepens. This is the sense in which low transverse stiffness favours rotation.

At small misfit this minimum is also the lowest over all angles. Its depth grows as $m^{-2}$, while at angles that are not small $D$ is bounded away from zero and $E_2$ stays finite.

**Central springs.** For nearest-neighbour springs $k$ with bond directions $\mathbf n$, expansion of the lattice stiffness gives

$$D\simeq\frac{ka^2}{2}\sum_{6}\mathbf n\mathbf n(\mathbf n\cdot\mathbf q)^2=\frac{3ka^2}{8}\left(q^2\mathbf 1+2\mathbf q\mathbf q\right).$$

Thus $K_L=3K_T$ and $r=1/3$. Such a layer rotates by about $m/\sqrt3$, and the rotated state is deeper by a factor $9/8$.

**Where the theorem fails.** The size of the distortion is measured by $|\mathbf G\cdot\mathbf u_{\mathbf G}|=VF/(A\mu)$, which grows as $(1-z)^{-2}$ when $z\to1$. Near registry it becomes a network of domain walls, outside second-order theory. At large misfit $qa$ is not small, and Lemma 1 must be used with the full lattice $D$.

## A lattice on which the result can be tested

To vary $r$, add to the springs an energy $\tfrac12g(\text{sum of the three bond extensions})^2$ for each triangle. Under uniform strain $\varepsilon$ that sum is $\tfrac32a\,\mathrm{tr}\,\varepsilon$. With two triangles per atom the added energy is $\tfrac94ga^2(\mathrm{tr}\,\varepsilon)^2$, which changes $\lambda$ alone:

$$\mu=\frac{\sqrt3}{4}k,\qquad \lambda=\frac{\sqrt3}{4}k+3\sqrt3\,g .$$

At $z=0.995$ and $r=0.25$, a search over the lattice energy gives $0.2027^\circ$, as does the closed formula. At $z=0.998$ the aligned lattice loses stability at $r=0.49949$, against $z/(1+z)=0.49950$.

Lemma 1 was tested by minimising the full nonlinear energy of an 847-atom periodic cell, which meets the lemma's condition on $\mathbf G+\mathbf G'$. For weak $V$, $E/V^2$ is $-11.456\ \mathrm{eV^{-1}}$ aligned and $-14.172\ \mathrm{eV^{-1}}$ at $6.01^\circ$. The formula agrees to these digits.

## Worked example

Take $a_s=0.286$ nm, $a=0.338$ nm, $\mu=5$ N/m, $\lambda=10$ N/m and $V=10$ meV. These rounded spacings satisfy $13a_s=11a$, so the aligned lattices share a long period, but the conditions on $\mathbf G$ used in Lemma 1 still hold. Here $z=0.846$ and $r=5/20=0.25$, below the threshold $0.846/1.846=0.458$. With $s=0.284$ and $\kappa=0.75$,

$$w_*=\frac{0.75(0.284)^2}{2-0.75(0.284)}=0.0339,\qquad \theta_*=6.3^\circ .$$

The depths are $F(0)=10.56$ and $F_*=13.01$. Multiplied by $3V^2/(A\mu)=0.0972$ meV, they give $-1.03$ and $-1.26$ meV per atom.

The lattice with the same elastic constants also rotates, but its optimum is $8.5^\circ$. The energies are $-1.15$ meV aligned and $-1.47$ meV rotated, a gain of $0.32$ meV per atom. The moiré period falls from $1.86$ to $1.39$ nm.

The continuum angle is inaccurate here because $qa=3.90\times0.338=1.32$ even when aligned. In that direction every term of the lattice stiffness varies as $\sin^2x$, with $x=\sqrt3qa/4=0.571$. The aligned energy is therefore larger than its continuum value by $(x/\sin x)^2=1.12$, which accounts for the change from $-1.03$ to $-1.15$ meV. Softening also reduces the cost of a longer $q$, but it explains only part of the larger angle. If the continuum stiffness is multiplied by $(\sin x/x)^2$ in every direction, the optimum moves from $6.3^\circ$ to $7.3^\circ$. The remaining shift to $8.5^\circ$ comes from the way the true lattice stiffness depends on direction and polarisation.

For comparison, keep the spacings, $V$ and $\lambda+2\mu=20$ N/m fixed, but raise $\mu$ to 14 N/m, so that $\lambda=-8$ N/m and $r=0.70$. The lattice optimum is then $0^\circ$.

**Higher orders in $V$.** At the full 10 meV, the nonlinear energy is 2% weaker than second order when aligned and 0.4% deeper at $6.01^\circ$. The rotated state remains lower at equal misfit. The largest displacement is 0.008 nm, so $|\mathbf G||\mathbf u|\approx25.4\times0.0081=0.21$.

**Temperature.** At 300 K, $k_BT=25.9$ meV, equal to the rotation gain of about 81 atoms. Classical vibrations of the free 847-atom cell have an rms displacement of 0.017 nm per axis. Averaging the potential over them multiplies $V^2$ by $e^{-G^2\langle u^2\rangle}=0.83$. This factor depends on cell size, because long waves contribute logarithmically in two dimensions, and it is not the factor by which the distortion energy falls. Other thermal terms of second order in $V$ offset much of it. With them included, the classical free energy of distortion at 300 K is 2% weaker than at zero temperature when aligned and 5% weaker at $6.01^\circ$. The gain between these two angles falls by about 17%, almost independently of cell size. These figures hold for a harmonic layer at fixed spacing.

**Second shell.** An assumed second-shell amplitude of $0.1V$ adds 0.0005 meV to the gain.

**Substrate relaxation.** Let a half-space with shear modulus $\mu_s$ and Poisson ratio $\nu$ carry a tangential traction $p\cos qx$ along $x$. At depth $\zeta$ the displacements are

$$u_x=\frac{p}{\mu_sq}\left(1-\nu-\frac{q\zeta}2\right)e^{-q\zeta}\cos qx,$$

$$u_\zeta=\frac{p}{\mu_sq}\left(\frac{1-2\nu}2+\frac{q\zeta}2\right)e^{-q\zeta}\sin qx .$$

Substitution confirms elastic equilibrium, the applied shear traction and zero normal traction. The longitudinal surface compliance is thus $(1-\nu)/(\mu_sq)$. A transverse traction produces a field $e^{-q\zeta}$ with compliance $1/(\mu_sq)$. Suppose the potential follows the surface displacement $\mathbf u_s$ as a smooth field, $V(\mathbf r-\mathbf u_s(\mathbf r))$, and keep only the part of the traction at the moiré wavevector $\mathbf q$. This is a long-wave estimate. The two bodies then feel opposite forces at that wavevector and their second-order energies add, the substrate's share being

$$E_s=-\frac{3V^2}{A\mu_sq}\left[(1-\nu)G_\parallel^2+G_\perp^2\right],$$

where $G_\parallel$ and $G_\perp$ are the parts of $\mathbf G$ along and across $\mathbf q$.

With rough isotropic values for gold, $\mu_s=30$ GPa and $\nu=0.40$, this is $-1.60$ meV aligned and $-1.49$ meV at the film's optimum. It exceeds the film's own energy but depends less on angle. Film and isotropic substrate together prefer $6.7^\circ$, with a gain of $0.25$ meV per atom.

Gold is far from isotropic, and this matters. With cubic constants $C_{11}=192$, $C_{12}=163$ and $C_{44}=42$ GPa and a (111) surface, the same long-wave estimate gives $-1.59$ meV aligned and $-1.64$ meV at the film's optimum. Film and substrate together then prefer $7.4^\circ$, with a gain of $0.38$ meV per atom.

Both estimates stretch continuum elasticity too far. The length $1/q$ is only $0.19$ to $0.26$ nm, while the gold layers are $0.23$ nm apart. Consider instead a harmonic fcc lattice with the same cubic constants. It has first- and second-neighbour springs and, for each atom, an energy proportional to the square of the summed extensions of its nearest-neighbour bonds. This lattice gives only $-0.62$ meV aligned and $-0.73$ meV at the film's optimum. With this substrate the preferred angle is $8.2^\circ$ and the gain is $0.43$ meV per atom. The result is sensitive to the surface: if the summed-extension term is left off the surface atoms, the energies become $-0.82$ and $-0.81$ meV, the angle $7.5^\circ$ and the gain $0.32$ meV.

It is also sensitive to how the potential follows the substrate atoms. If the potential is a sum of terms centred on those atoms, they feel its Fourier component at $\boldsymbol\tau$, not at $\mathbf G$. The two agree only at small misfit. For a Gaussian shape with second-shell amplitude $0.1V$, the component at $\boldsymbol\tau$ is $1.39V$. The aligned energy of the lattice substrate then becomes $-0.85$ meV with the surface term and $-1.13$ meV without it. The gains become $0.64$ and $0.45$ meV, and the preferred angle lies between $7.8^\circ$ and $8.6^\circ$.

**Relation to a real interface.** The spacings are in the range of a large-atom metal such as lead on unreconstructed Au(111), roughly 0.35 and 0.29 nm. The film stiffnesses and $V$ are round assumed values, not data for that interface. The rigid-substrate assumption is clearly broken, since in every estimate above the relaxation energy of the gold is about half the film's own or more. If the potential follows the surface as a smooth field, relaxing the gold moves the angle from $8.5^\circ$ to $6.7^\circ$ in the isotropic continuum, to $7.4^\circ$ in the cubic continuum and to between $7.5^\circ$ and $8.2^\circ$ in the lattice models. The gain falls by about a quarter in the first and rises by about a fifth in the second. In the lattice models it either rises by about a third or hardly changes, depending on how the surface atoms are treated. With the Gaussian atom-centred potential it rises by 40% to 100%. Both the size and the sign of this correction therefore depend on the substrate model. Steps, surface reconstruction, intermixing of the two metals, adjustment of the mean layer spacing, height variation and locking into a nearby commensurate cell are absent, and any of them could decide the orientation when the gain is a fraction of a meV per atom. The numerical output lists the energies at intermediate angles.

## Computed values

```
Spacings: substrate 0.286 nm, layer 0.338 nm; z = 0.84615
Lame constants: mu = 5.0 N/m, lambda = 10.0 N/m
Amplitude V = 10.0 meV; top minus hollow = 90.0 meV
Bridge minus hollow = 10.0 meV
Area per atom = 0.09894 nm^2; |G| = 25.368 nm^-1
Stiffness ratio r = 0.2500; threshold z/(1+z) = 0.4583
Springs: k = 11.547 N/m, g = 0.962 N/m
Continuum: s = 0.28402, w* = 0.03386
Continuum: F(0) = 10.5625, F* = 13.0075, ratio = 1.2315
Energy scale 3V^2/(A mu) = 0.09716 meV
Continuum optimum angle = 6.290 deg
Small-misfit estimate of angle = 6.233 deg
Continuum energy: aligned -1.0263, rotated -1.2638 meV/atom
Lattice optimum angle = 8.517 deg
Lattice energy: aligned -1.1456, rotated -1.4657 meV/atom
Lattice rotation gain = 0.3202 meV/atom
Moire wavevector: aligned 3.903, rotated 5.219 nm^-1
Moire period: aligned 1.859, rotated 1.390 nm
Lattice energy at  0 deg = -1.1456 meV/atom
Lattice energy at  2 deg = -1.2035 meV/atom
Lattice energy at  4 deg = -1.3195 meV/atom
Lattice energy at  6 deg = -1.4169 meV/atom
Lattice energy at  8 deg = -1.4636 meV/atom
Lattice energy at 10 deg = -1.4474 meV/atom
Stiff film: mu = 14.0, lambda = -8.0 N/m, r = 0.700, optimum = 0.000 deg
Test z=0.995, r=0.1000: lattice 0.2568, formula 0.2567 deg, depth ratio 2.7662
Test z=0.995, r=0.2500: lattice 0.2027, formula 0.2027 deg, depth ratio 1.3300
Test z=0.995, r=0.3333: lattice 0.1653, formula 0.1653 deg, depth ratio 1.1231
Threshold test z=0.998: lattice 0.49949, formula 0.49950
Periodic cell: 847 atoms, rotated case 6.009 deg
Cell aligned: E/V^2 minimised -11.45568, formula -11.45568 1/eV
Cell aligned, full V: -1.1221, second order -1.1456 meV/atom; max |u| = 0.00519 nm
Cell rotated: E/V^2 minimised -14.17191, formula -14.17192 1/eV
Cell rotated, full V: -1.4227, second order -1.4172 meV/atom; max |u| = 0.00814 nm
Thermal energy at 300 K = 25.852 meV; atoms for gain = kT: 81
Thermal rms displacement per axis = 0.01716 nm; factor on V^2 = 0.827
Second shell at 0.10 V adds to gain: 0.00050 meV/atom
Gold estimate: shear modulus 30 GPa, Poisson 0.40
Gold relaxation energy: aligned -1.6021, at film optimum -1.4943 meV/atom
Film plus gold: optimum 6.705 deg, gain 0.2476 meV/atom
```
